\section*{Why narrow Arrhenius fits of adatom diffusion can mimic compensation}

\section{What symmetry says about the fitted pair}

Adatom diffusion data can be reduced to two numbers, a barrier $E$ and a prefactor $D_0$, through
\begin{equation}
\ln D=a-Ex,\qquad a=\ln D_0,\qquad x=\frac{1}{k_BT}.
\label{eq:arr}
\end{equation}
Here $D$ and $D_0$ are in cm$^2$/s, and logarithms are taken of their numerical values. A compensation law is a linear relation between $a$ and $E$ across systems. Its slope $b$ is an inverse energy and defines an isokinetic temperature $T_{\rm iso}=1/(k_Bb)$, at which all systems on the line have the same $D$.

Suppose that $n$ values of $\ln D$, measured at $x_1,\dots,x_n$, have independent errors of zero mean and equal variance $\sigma^2$. Let $b={\rm Cov}(\hat a,\hat E)/{\rm Var}\,\hat E$ be the slope along which noise scatters the least-squares results $\hat a,\hat E$. Both estimates are linear in the data, so both covariances scale as $\sigma^2$, and $b$ cannot depend on the noise strength. It is fixed by the measuring points alone.

Now move the origin, $x=x'+c$. Equation (\ref{eq:arr}) becomes $\ln D=(a-cE)-Ex'$: the barrier is unchanged, the intercept becomes $a-cE$, and $b$ becomes $b-c$. The mean $\bar x$ also becomes $\bar x-c$, so $b-\bar x$ does not depend on the origin. If the points are symmetric about their mean, reflection about it reverses $\hat E$ but not the intercept there. This reverses $b-\bar x$ while leaving the set of points unchanged, so $b-\bar x=0$. Noise therefore produces a compensation line of slope $\bar x$, with
\begin{equation}
T_{\rm iso}=T_h\equiv\frac{1}{k_B\bar x},
\end{equation}
the harmonic mean of the measuring temperatures. The next section shows that the symmetry of the points is not needed.

\section{Why the two errors move together}

Least squares minimizes $\sum_i(y_i-a+Ex_i)^2$, where $y_i$ is the measured $\ln D$. Setting the derivative with respect to $a$ to zero gives
\begin{equation}
\sum_i(y_i-\hat a+\hat Ex_i)=0
\quad\Rightarrow\quad
\hat a=\bar y+\hat E\bar x .
\label{eq:centroid}
\end{equation}
The fitted line passes through the centroid of the data. The derivative with respect to $E$ gives $\sum_ix_i(y_i-\hat a+\hat Ex_i)=0$. Inserting (\ref{eq:centroid}) turns the bracket into $(y_i-\bar y)+\hat E(x_i-\bar x)$. This sums to zero, so the factor $x_i$ in front may be replaced by $x_i-\bar x$:
\begin{equation}
\hat E=-\frac{\sum_i(x_i-\bar x)y_i}{ns^2},
\qquad s^2=\frac1n\sum_i(x_i-\bar x)^2 .
\end{equation}
The term in $\bar y$ has dropped out because $\sum_i(x_i-\bar x)=0$.

Write $y_i=a-Ex_i+\varepsilon_i$. The constant $a$ contributes nothing to $\hat E$, and $-Ex_i$ contributes $E$, because $\sum_i(x_i-\bar x)x_i=ns^2$. Hence
\begin{equation}
\delta E\equiv\hat E-E=-\frac{\sum_i(x_i-\bar x)\varepsilon_i}{ns^2},
\qquad
v\equiv{\rm Var}\,\delta E=\frac{\sigma^2}{ns^2}.
\label{eq:v}
\end{equation}
Averaging the data gives $\bar y=a-E\bar x+\bar\varepsilon$. With (\ref{eq:centroid}), the intercept error is
\begin{equation}
\delta a=\bar x\,\delta E+\bar\varepsilon .
\label{eq:identity}
\end{equation}
The two terms are uncorrelated:
\begin{equation}
{\rm Cov}(\bar\varepsilon,\delta E)
=-\frac{\sigma^2}{n^2s^2}\sum_i(x_i-\bar x)=0 .
\end{equation}
Therefore ${\rm Cov}(\delta a,\delta E)=\bar xv$, which confirms $b=\bar x$ for any set of points, and ${\rm Var}\,\delta a=\bar x^2v+\sigma^2/n$. Since $\sigma^2/n=s^2v$,
\begin{equation}
\rho=\frac{\bar xv}{\sqrt{v(\bar x^2v+s^2v)}}
=\frac{1}{\sqrt{1+s^2/\bar x^2}} .
\label{eq:rho}
\end{equation}

Geometrically, the data pin the line at their centroid and leave it free to tilt. The prefactor is read at $x=0$, infinite temperature, a distance $\bar x$ away. A steeper line meets that axis higher up, so an overestimated barrier comes with an overestimated prefactor.

For unequal variances $\sigma_i^2$, a fit with weights $w_i=1/\sigma_i^2$ passes through the weighted centroid. Its slope error is proportional to $\sum_iw_i(x_i-\bar x_w)\varepsilon_i$, whose covariance with the weighted mean error is proportional to $\sum_iw_i(x_i-\bar x_w)=0$. The result stands with $\bar x$ replaced by $\bar x_w$.

\section{What a narrow window does}

For a narrow window $s/\bar x$ is close to the relative rms spread of temperature, because $dx/x=-dT/T$. It is then small and $\rho$ is close to one. A strong correlation does not require a very narrow window, however. With two temperatures, $s/\bar x=|x_1-x_2|/(x_1+x_2)<1$, so $\rho$ stays above $1/\sqrt2$ however far apart they are. Narrowness acts mainly through (\ref{eq:v}): the barrier error grows as $1/s$, and the prefactor error grows with it.

The following values hold $n=6$ and $\sigma=0.1225$ fixed, with equally spaced temperatures and a barrier of 0.60 eV:
\begin{center}
\begin{tabular}{lcccc}
Window (K) & $\rho$ & $\sqrt v$ (eV) & error of $\log_{10}D_0$ & $t_{\rm cold}/t_{\rm hot}$\\
205--230 & 0.999 & 0.024 & 0.55 & 40\\
190--245 & 0.996 & 0.011 & 0.25 & $3.7\times10^3$\\
160--275 & 0.983 & 0.005 & 0.12 & $8\times10^7$
\end{tabular}
\end{center}
The widest window cuts both errors about fivefold but hardly changes their correlation.

The last column shows what makes wide windows hard to reach. If an adatom is to make the same mean number of jumps $m$ in each heating interval, the interval must last $t=m/\Gamma$, where $\Gamma=\Gamma_0e^{-Ex}$ is its total jump rate. Thus $\ln(t_{\rm cold}/t_{\rm hot})=E(x_{\rm cold}-x_{\rm hot})$, and the range of practical heating times limits the range of $x$.

\section{How large: adatoms on a square lattice}

Take $E=0.60$ eV, $D_0=10^{-3}$ cm$^2$/s and nearest-neighbour jumps of length $\ell=0.249$ nm. These are rough values in the regime of a nickel adatom hopping on Ni(100). With $D=\ell^2\Gamma/4$, the rate prefactor is $\Gamma_0=4D_0/\ell^2=6.5\times10^{12}$ s$^{-1}$. Six temperatures from 205 to 230 K are used, with $N=100$ independent displacements at each and $m=2$. The heating times run from 4.4 s to 174 s.

The noise follows from the walk itself. In units of $\ell$, the displacement $X$ along one axis is the difference of two independent Poisson numbers of mean $m/4$. Its second and fourth cumulants are both $m/2$, so $\langle X^2\rangle=m/2$ and $\langle X^4\rangle=3(m/2)^2+m/2$. Hence ${\rm Var}\,X^2=2(m/2)^2+m/2$. Adding the equal, independent contribution of the other axis gives
\begin{equation}
\langle r^2\rangle=m,\qquad
{\rm Var}\,r^2=m^2+m,\qquad
\sigma^2\simeq\frac{1}{N}\left(1+\frac1m\right).
\end{equation}
The last relation uses $\delta\ln D\simeq\delta D/D$, valid for large $N$. Here $\sigma=\sqrt{1.5/100}=0.1225$; simulated walks give 0.1223. At this order the logarithm also has a mean error of $-\sigma^2/2$. It is the same at every temperature because $m$ is fixed, so it shifts $a$ by less than 0.01 and leaves $E$ alone.

The window has $\bar x=53.44$ eV$^{-1}$, $s=2.101$ eV$^{-1}$ and $T_h=217.2$ K. Then
\begin{align}
\sqrt v&=\frac{0.1225}{\sqrt6\times2.101}=0.024\ {\rm eV},\\
\sqrt{{\rm Var}\,\delta a}&=\sqrt{(53.44\times0.0238)^2+0.050^2}=1.27 .
\end{align}
A barrier error of 4\% accompanies an error of 0.55 decades, a factor of 3.6, in $D_0$. The correlation is 0.9992, both from (\ref{eq:rho}) and in fits to 6000 simulated systems.

The output lists twelve of these systems, all with identical true parameters. Their fitted barriers run from 0.564 to 0.639 eV and their prefactors over 1.8 decades, while $D(T_h)$ varies by less than 0.1 decade. The regression of $\hat a$ on $\hat E$ has a correlation coefficient of 0.999 and an apparent isokinetic temperature of 213 K. Nothing physical distinguishes the systems.

This false line also looks precise. By (\ref{eq:identity}), the slope found from $M$ identical systems differs from $\bar x$ only through $\bar\varepsilon$. For Gaussian errors $\bar\varepsilon$ is independent of $\delta E$, so at given barrier errors the slope has variance $(\sigma^2/n)/S$. Here $S$ is the sum of squared deviations of $\hat E$ from its sample mean, and $S/v$ follows a chi-squared distribution with $M-1$ degrees of freedom. The mean inverse of that variable is $1/(M-3)$, so
\begin{equation}
{\rm sd}(b)=\sqrt{\frac{\sigma^2}{nv(M-3)}}=\frac{s}{\sqrt{M-3}},\qquad M>3 .
\end{equation}
For $M=12$ this is 0.70 eV$^{-1}$, about 1.3\% of $\bar x$; the simulated sets give 0.68 eV$^{-1}$. A small statistical error on $T_{\rm iso}$ is therefore no evidence of a real law.

\section{When the systems really differ}

Let the true barriers and the true $\ln D_0$ have variances $V_E$ and $V_a$ and covariance $C$ across systems measured in one window. Fit errors are independent of the true values, so variances and covariances add:
\begin{equation}
b=\frac{C+\bar xv}{V_E+v},\qquad
r=\frac{C+\bar xv}{\sqrt{(V_E+v)(V_a+\bar x^2v+\sigma^2/n)}} .
\label{eq:pop}
\end{equation}
Without true compensation, $C=0$ and
\begin{equation}
b=\lambda\bar x,\qquad \lambda=\frac{v}{V_E+v},\qquad
T_{\rm iso}=\frac{T_h}{\lambda}.
\end{equation}
The apparent isokinetic temperature can thus lie well above the window and still come from noise.

If all systems share one prefactor, $V_a=0$. Using $\sigma^2/n=s^2v$ again, (\ref{eq:pop}) reduces to $r=\rho\sqrt\lambda$. A true barrier spread equal to the fit error then still leaves $r\simeq0.71$. If the prefactors vary too, still with $C=0$, (\ref{eq:pop}) shows that $r$ stays large only if $\sqrt{V_E}$ is not much above $\sqrt v$ and $\sqrt{V_a}$ is not much above $\bar x\sqrt v$. Widely spread barriers are not masked in this way.

For the example, give the true $\ln D_0$ a spread of 0.50, independent of the barriers. Heating times are adapted so that $m=2$ for every system. A barrier 0.10 eV above the mean lengthens them by a factor of about $e^{5.3}\simeq200$, so the last two rows illustrate the formulas rather than a practical experiment in one window. A set of twelve counts as significant if $|r|>0.576$, the two-sided 5\% level:
\begin{center}
\begin{tabular}{ccccc}
$\sqrt{V_E}$ (eV) & $\lambda$ & $r$ from (\ref{eq:pop}) & $T_h/\lambda$ (K) & significant sets\\
0.02 & 0.59 & 0.71 & 371 & 78\%\\
0.04 & 0.26 & 0.48 & 831 & 34\%\\
0.10 & 0.05 & 0.22 & $4.1\times10^3$ & 14\%\\
0.20 & 0.01 & 0.11 & $1.6\times10^4$ & 4\%
\end{tabular}
\end{center}
The percentages come from 500 simulated sets each and have sampling errors of about one to two percentage points. The last two entries are fluctuations of about two such errors: with 50000 sets the four rates settle at about 80\%, 36\%, 10\% and 6\%. With the noise removed, 5.2\% of the sets in the first row are significant, as expected for independent parameters. Noise thus makes a false law the usual outcome at a spread of 0.02 eV. At 0.20 eV the rate is so close to 5\% that 500 sets cannot tell it from chance.

If the systems are measured in different windows, each error runs along its own slope $\bar x_j$. The noise term in the covariance becomes the average of $\bar x_jv_j$, and the false line is blurred.

\section{What to do about it}

\subsection*{Report the rate where it was measured}

By (\ref{eq:centroid}), the fitted value at $T_h$ is $\hat a-\bar x\hat E=\bar y$. Its error is $\sigma/\sqrt n=0.05$, or 5\% in $D$, and is uncorrelated with $\delta E$. The pair $\hat E$, $\ln D(T_h)$ with its two errors and $T_h$ carries the full fit. At another temperature $\ln\hat D=\bar y-\hat E(x-\bar x)$, so
\begin{equation}
{\rm Var}\,\ln\hat D(x)=\frac{\sigma^2}{n}+(x-\bar x)^2v .
\end{equation}
At 300 K, $x=53.44\times217.2/300=38.69$ eV$^{-1}$, and the error is $\sqrt{0.050^2+(14.75\times0.0238)^2}=0.35$, a factor of 1.4. Combining the separate errors of $a$ and $E$ as if they were independent would give $\sqrt{1.27^2+(38.7\times0.0238)^2}=1.57$, a factor of 4.8. Both figures assume that one mechanism holds up to 300 K.

\subsection*{Compare the barrier spread with the fit error}

The twelve identical systems have a sample standard deviation of 0.020 eV in $\hat E$, no larger than the single-fit error of 0.024 eV. They offer no evidence of different barriers, and so none for a law that links barriers to prefactors.

\subsection*{Look for the trend at $T_h$}

Since $\bar y=a-\bar xE+\bar\varepsilon$ and $\hat E=E+\delta E$,
\begin{equation}
{\rm Cov}(\bar y,\hat E)=C-\bar xV_E ,
\end{equation}
with no noise term. Identical systems give zero. Independent parameters give $-\bar xV_E$. A real law $a=a_0+x_{\rm iso}E$ has $C=x_{\rm iso}V_E$ and gives $(x_{\rm iso}-\bar x)V_E$. A real law with $T_{\rm iso}=T_h$ also gives zero, and then the barrier spread must decide.

\subsection*{Subtract the noise if there are many systems}

From (\ref{eq:pop}), the true slope is
\begin{equation}
\frac{C}{V_E}=\frac{{\rm Cov}(\hat a,\hat E)-\bar xv}{{\rm Var}\,\hat E-v}.
\end{equation}
For 6000 systems with a barrier spread of 0.04 eV, this changes the false slope of independent parameters from 13.5 to $-0.7$ eV$^{-1}$. For a real law with $T_{\rm iso}=400$ K it changes 35.4 to 29.0 eV$^{-1}$. The true value is also 29.0 eV$^{-1}$, but the sampling error is a few tenths, so agreement this close is partly luck. Twelve systems are too few. A sample variance of Gaussian data has a relative error $\sqrt{2/(M-1)}=0.43$, which here becomes an error of about 58\% in $V_E$.

\section{The model beside a real measurement}

Mapping single adatoms by field ion microscopy between heating intervals gives data of this kind, and intervals of seconds to minutes suit the method. The model assumes constant temperature during each interval. Linear ramps of 50 K/s to and from 77 K add jumps, mostly in the short, hot intervals. If uncorrected, they raise the fitted barrier by 9 meV and $\log_{10}D_0$ by 0.22, a shift close to the direction of the false line. A thermometer reading 1 K high adds 6 meV and 0.06. The thermometer shift is nearly common to systems with similar barriers and the same apparatus. So is the ramp shift if all systems share the same heating times. If the times are instead adapted to keep $m=2$, a lower barrier means shorter intervals beside the same ramps, and the shift depends strongly on the barrier: about 25 meV at 0.58 eV but 3 meV at 0.62 eV. Ramps must then be corrected for each system separately. Fluctuations that are independent from one interval to the next average out over the $N$ intervals. Random errors of 0.5 K in each temperature setting, shared by all its intervals, raise $\sigma$ from 0.122 to 0.143, and all fit errors by 17\%.

Reflecting edges on all sides of a square terrace 5 nm wide lower $\ln D$ by 0.07 at every temperature, which affects the prefactor alone. Tunnelling, estimated by the Wigner correction with a barrier frequency of $\Gamma_0/4$, changes $E$ by 0.2 meV. Exchange with a surface atom may compete with hopping on Ni(100). Two mechanisms with different barriers would curve the Arrhenius plot, and a single straight line would then have a systematic error outside the noise model. The numerical output below gives the individual fits and the sizes of these corrections.

\section*{Values computed for the example and the checks}
\begin{verbatim}
True barrier 0.60 eV, D0 1.0e-03 cm^2/s
Jump length 0.2489 nm, rate prefactor 6.457e+12 1/s
Window 205-230 K, 6 temperatures
Observations per T 100, mean jumps 2.0
Heating times 4.35 s (hot), 174.4 s (cold)
xbar 53.437 1/eV, s 2.101 1/eV, T_h 217.16 K
sigma of ln D: formula 0.1225, walks 0.1223
Barrier error (1 sd): formula 0.0238 eV, fits 0.0242 eV
log10 D0 error (1 sd): formula 0.553, fits 0.562
ln D(T_h) error (1 sd): 0.0500
Error correlation: formula 0.99923, fits 0.99922
Correlation of E and ln D(T_h) errors: 0.018
Identical systems: E (eV), log10 D0, log10 D(T_h) (cm^2/s)
   1: 0.610  -2.76  -16.915
   2: 0.597  -3.06  -16.903
   3: 0.583  -3.39  -16.925
   4: 0.603  -2.93  -16.935
   5: 0.600  -3.02  -16.949
   6: 0.618  -2.55  -16.893
   7: 0.598  -3.09  -16.970
   8: 0.574  -3.61  -16.935
   9: 0.639  -2.11  -16.938
  10: 0.564  -3.88  -16.977
  11: 0.598  -3.04  -16.909
  12: 0.608  -2.83  -16.947
These 12: r 0.9987, slope 54.51 1/eV, T_iso 212.9 K
Slope scatter, sets of 12: formula 0.700, fits 0.676 1/eV
Unequal weights (40 to 200 obs.): T_iso 221.12 K
Window: corr, E error (eV), log10 D0 error, t_cold/t_hot
  205-230 K: 0.9992, 0.0238, 0.553, 4.01e+01
  190-245 K: 0.9962, 0.0107, 0.250, 3.74e+03
  160-275 K: 0.9829, 0.0048, 0.118, 8.00e+07
True ln D0 spread 0.50; 5% critical |r| 0.576
E spread (eV): noise share, r formula/fits, T_iso (K), signif.
  0.02: 0.586, 0.712/0.706, 371, 77.6%
  0.04: 0.261, 0.475/0.465, 831, 34.2%
  0.10: 0.054, 0.215/0.233, 4053, 13.6%
  0.20: 0.014, 0.110/0.125, 15562, 4.4%
Noise-free control at 0.02 eV: 5.2% significant
Independent, 0.04 eV: raw slope 13.53, corrected -0.69 1/eV
Real law, T_iso 400 K: true 29.01, raw 35.38, corrected 29.00 1/eV
Cov(E, ln D(T_h)), real law: formula -0.0391, fits -0.0391 eV
Neglected effects: shift of E (meV), of log10 D0
  Ramps at 50 K/s: 9.26, 0.224
  Thermometer reads 1 K high: 5.55, 0.064
  Tunnelling (Wigner): -0.20, -0.002
  Random T error 0.5 K: adds 0.074 to ln D noise, total 0.143
  Terrace 5.0 nm wide: ln D shift -0.074 at every T
\end{verbatim}
